# Distributed admittance of border traps in a gate dielectric, part 2

A dielectric film of permittivity $\varepsilon$ lies between a semiconductor at depth $x = 0$, with capacitance per area $C_s$, and a metal gate at $x = t$. Border traps, of density $N$ per volume and energy, exchange electrons with the semiconductor only, by tunnelling. Wanted is the admittance per area at the gate, $Y(t)$.

Signals vary as $e^{j\omega t'}$, where $t'$ is time; on other symbols a prime means $d/dx$. The elementary charge is $q > 0$ and the thermal energy $kT$. The signal potential $v$ is measured from the semiconductor Fermi level, and $w = qv/kT$. Looking from $x$ towards the semiconductor one sees $Y = j\omega C = J/v$, where $J = j\omega\varepsilon v'$ is the displacement current density; the loss is $G/\omega = -\mathrm{Im}\,C$.

An empty trap captures an electron in a mean time $\tau = \tau_0e^{2\kappa x}$. A level with equilibrium occupation $f_0$ has capture rate $R_{\rm in} = 1/\tau$ and emission rate $R_{\rm out} = R_{\rm in}(1 - f_0)/f_0$.

The first derivation perturbed the rates. The unknown relative change $a$ of $R_{\rm in}$ entered only through $a\left[R_{\rm in}(1 - f_0) - R_{\rm out}f_0\right]$, which is zero by detailed balance. Poisson's equation then led to the distributed admittance equation

$$\boxed{\frac{dY}{dx} = -\frac{Y^2}{j\omega\varepsilon} + \frac{q^2N\ln(1 + j\omega\tau_0e^{2\kappa x})}{\tau_0e^{2\kappa x}}, \qquad Y(0) = j\omega C_s,}$$

that is, $\frac{dC}{dx} = -\frac{C^2}{\varepsilon} + q^2NK(\omega\tau)$, and to the identity that shows $v \neq 0$:

$$C(x)|v(x)|^2 = C_s|v(0)|^2 + \int_0^x\left(\varepsilon|v'|^2 + q^2NK|v|^2\right)dx_1.$$

The second derivation has so far obtained the change $\delta f$ in occupation from relaxation at the rate $\Gamma = R_{\rm in} + R_{\rm out}$, and summed it over levels:

$$\delta f = \frac{wf_0(1 - f_0)\,\Gamma}{\Gamma + j\omega}, \qquad K(\omega\tau) = \int_0^1\frac{df}{1 + j\omega\tau f} = \frac{\ln(1 + j\omega\tau)}{j\omega\tau}.$$

Example: $t = 5$ nm, relative permittivity 16 ($\varepsilon = 14.17$ µF/cm² nm), $C_s = 2$ µF/cm², $N = 2\times10^{19}$ cm⁻³ eV⁻¹ ($q^2N = 0.320$ µF/cm² per nm), $\tau_0 = 10^{-10}$ s, $1/(2\kappa) = 0.138$ nm.

### Building the film layer by layer

Suppose that the film up to $x$ has admittance $Y$. Its ratio of current to potential is fixed by what lies below $x$, because traps above act on it only through the potential at $x$. Add a layer $dx$ in two parts.

First place the traps of the layer on the plane $x$. They take up electrons of charge $-q^2NKv\,dx$ per area. The displacement current arriving from above must supply the film below and balance this charge, so it is

$$J_+ = Yv + j\omega q^2NKv\,dx = (Y + y\,dx)\,v, \qquad y = j\omega q^2NK .$$

In circuit language the traps form a branch from the plane $x$ to the semiconductor terminal, since that is where their electrons come from.

Then add trap-free dielectric of thickness $dx$. The same current crosses it, and the potential rises by $J_+dx/(j\omega\varepsilon)$. The new admittance is

$$Y(x + dx) = \frac{Y + y\,dx}{1 + (Y + y\,dx)\,dx/(j\omega\varepsilon)}.$$

Expanding the denominator and dropping terms in $dx^2$ leaves

$$Y(x + dx) = Y + y\,dx - \frac{Y^2}{j\omega\varepsilon}\,dx .$$

Subtracting $Y$ and dividing by $dx$ gives the distributed admittance equation again. Reversing the order of the two parts would alter only terms in $dx^2$.

### Few traps: what the loss measures

Let $C_0(x) = 1/(1/C_s + x/\varepsilon)$ be the trap-free solution, and write $C = C_0(x) + c$. To first order in $N$,

$$c' = -\frac{2C_0}{\varepsilon}\,c + q^2NK .$$

Since $C_0' = -C_0^2/\varepsilon$, the derivative of $1/C_0^2$ is $2/(\varepsilon C_0)$. Multiplying the equation by $1/C_0^2$ therefore makes its left side complete: $(c/C_0^2)' = q^2NK/C_0^2$. Integration from $c(0) = 0$ gives

$$C(t) \approx C_0(t) + \int_0^tq^2NK\,s^2\,dx, \qquad s(x) = \frac{C_0(t)}{C_0(x)} = \frac{1/C_s + x/\varepsilon}{1/C_s + t/\varepsilon}.$$

The lever $s$ is the trap-free potential at $x$ divided by the gate potential. It enters twice: once because it drives the trap, and once because the trapped charge induces only a fraction $s$ of itself on the gate.

For the loss, use $z = \ln(\omega\tau)$ as variable, with $dx = dz/(2\kappa)$. A relaxation with time $\tau f$ contributes

$$\frac{\omega\tau f}{1 + (\omega\tau f)^2} = \frac{1}{2\cosh z_1}, \qquad z_1 = z + \ln f .$$

The area and width of this peak follow from

$$I(\alpha) = \int_{-\infty}^{\infty}\frac{e^{\alpha z_1}}{2\cosh z_1}\,dz_1, \qquad |\alpha| < 1 .$$

Shifting $z_1$ by $j\pi$ multiplies the integrand by $-e^{j\pi\alpha}$. A closed contour along the real axis and back along the shifted line thus gives $(1 + e^{j\pi\alpha})I$. It encloses one pole, at $j\pi/2$, with residue $e^{j\pi\alpha/2}/(2j)$. Hence $(1 + e^{j\pi\alpha})I = \pi e^{j\pi\alpha/2}$, or

$$I(\alpha) = \frac{\pi}{2\cos(\pi\alpha/2)} = \frac{\pi}{2}\left(1 + \frac{\pi^2\alpha^2}{8} + \dots\right).$$

The area is $\pi/2$, the mean is zero, and the variance, twice the coefficient of $\alpha^2$ in the bracket, is $\pi^2/4$.

Now average over $f$. Each $f$ gives the same area, and $z = z_1 - \ln f$. For uniform $f$, the mean of $-\ln f$ is 1 and the mean of its square is 2, so its variance is 1. The complete loss weight has area $\pi/2$, mean 1 and variance $1 + \pi^2/4$. Because $s$ is linear in $x$, the average of $s^2$ is the square at the mean depth plus the squared slope times the variance of depth:

$$\frac{G}{\omega} \approx \frac{\pi q^2N}{4\kappa}\left[s(\bar x)^2 + \frac{s'^2}{4\kappa^2}\left(1 + \frac{\pi^2}{4}\right)\right], \qquad \bar x = \frac{\ln(1/\omega\tau_0) + 1}{2\kappa}.$$

This holds for few traps, and when the weight lies well inside the film, $\omega\tau_0 \ll 1 \ll \omega\tau(t)$.

### Worked example at 100 kHz

With the parameters of the first half, $\bar x = 1.47$ nm and

$$s(\bar x) = \frac{0.500 + 1.47/14.17}{0.853} = 0.708 .$$

The prefactor is $(\pi/2) \times 0.320 \times 0.138 = 0.0695$ µF/cm². Multiplied by $0.708^2 = 0.501$ it gives 0.0348; the width term raises this to 0.0349 µF/cm².

The full equation gives $\mathrm{Re}\,C = 1.357$ and $G/\omega = 0.0306$ µF/cm², or $Y = 0.0192 + 0.852j$ S/cm². The few-trap loss is thus 14% above the full one. Read backwards, the few-trap formula would yield $N = 1.75\times10^{19}$ instead of $2\times10^{19}$ cm⁻³ eV⁻¹, which is 12% too low.

The cause can be traced. The imaginary part of the integral identity used to show $v \neq 0$ reads, at the gate,

$$\frac{G}{\omega} = \int_0^tq^2N\,(-\mathrm{Im}\,K)\left|\frac{v(x)}{v(t)}\right|^2dx .$$

This holds for any $N$ within the model, with the true potential in place of the lever. Since $v'/v = C/\varepsilon$,

$$\left|\frac{v(x)}{v(t)}\right|^2 = \exp\left(-\frac{2}{\varepsilon}\int_x^t\mathrm{Re}\,C\,dx_1\right).$$

Trapped charge raises $\mathrm{Re}\,C$ and so lowers the potential at the active depth. At 1.5, 2, 3 and 5 nm the computed $\mathrm{Re}\,C$ exceeds $C_0(x)$ by 0.369, 0.343, 0.273 and 0.184 µF/cm². The trapezoidal rule gives an area of 0.94 µF/cm² nm, and $\exp(-2 \times 0.94/14.17) = 0.88$. This accounts for the ratio of full to few-trap loss.

The profile has another feature: $\mathrm{Re}\,C$ first rises with depth, from 2.00 to 2.03 µF/cm² at 1 nm. Near the semiconductor the traps follow, and the slope is $q^2N - C_s^2/\varepsilon = 0.320 - 0.282$, which is positive. Here the added trap charge outweighs the added series thickness.

### Capacitance slope and loss

The frequency enters the equation only as $p = j\omega$. For real positive $p$ all terms are real, so $C = g(\ln p)$ with $g$ real on the real axis. For a real signal frequency $\ln p = \ln\omega + j\pi/2$. If $g$ varies slowly, a Taylor expansion gives $\mathrm{Re}\,C \approx g(\ln\omega)$ and $\mathrm{Im}\,C \approx (\pi/2)\,g'(\ln\omega)$, and so

$$\frac{G}{\omega} \approx -\frac{\pi}{2}\,\frac{d\,\mathrm{Re}\,C}{d\ln\omega}.$$

No expansion in $N$ is involved. At 100 kHz the slope is $-0.0194$ µF/cm², and the right side is 0.0305, against a loss of 0.0306 µF/cm². The capacitance falls by about 0.045 µF/cm² per decade, or 3.3% of its value. A small series resistance or leakage conductance, which the model omits, breaks the relation: it adds a loss proportional to $\omega$ or to $1/\omega$ and leaves $\mathrm{Re}\,C$ almost unchanged, so that $g$ no longer varies slowly.

### What each derivation assumes

Both derivations rest on linear response, Gauss's law in mean field, a semiconductor in internal equilibrium, and traps that exchange electrons with it alone. The last condition is restrictive. If the gate offered the same barrier and the same $\tau_0$, traps beyond mid-film, 2.5 nm here, would exchange faster with the gate. Those close to the gate would respond at the same frequencies as those close to the semiconductor. The equation then holds only as far as the response of the traps on the gate side can be neglected, and for a film this thin the neglect is not small. At 100 kHz the traps at depth $t - \bar x = 3.53$ nm are driven by the lever $1 - s = 0.122$. Its square is 3% of $s(\bar x)^2$, and screening by trapped charge raises the added loss to about 5%, more than the difference between the exchange mechanisms compared below. Traps near mid-film also pass electrons from one electrode to the other. Even in the simplest case, in which all levels at one depth exchange at the rates $1/\tau(x)$ and $1/\tau(t - x)$, this gives a leakage conductance $\pi q^2N/[4\kappa\,\tau(t/2)] \approx 9.5$ µS/cm², with $\tau(t/2) = 7.4\times10^{-3}$ s. At 1 kHz it adds 0.0015 µF/cm² to $G/\omega$, and the two effects together raise the loss by about a tenth or more. The computed losses, above all at the lowest frequencies, therefore apply only when exchange with the gate is much slower than in this symmetric case.

They differ in what must be known about a trap. The rate equation needs the perturbed rates, and detailed balance removes their unknown common factor $a$. If a steady current flowed through the trap from semiconductor to gate, the bracket multiplying $a$ would no longer vanish. The method would still work, but $a$ and the changes in the rates of exchange with the gate would have to be supplied. The relaxation argument never meets $a$, because it uses the equilibrium occupation before the switch and unperturbed rates after it. In exchange it needs an equilibrium state to start from, and with a steady current the Fermi function no longer provides one.

They also differ in the electrostatics. Poisson's equation works with the potential at every depth and leads directly to the integral identity that explained the bias in $N$. The layer argument works with the ratio $Y$, from which the potential follows afterwards by integrating $v'/v = C/\varepsilon$. It shows why the equation is of first order and can be integrated from the semiconductor outwards.

Neither derivation by itself justifies the logarithm. That comes from a shared assumption: the capture rate is the same for all levels at one depth, while emission adjusts through detailed balance. This suits capture in which the electron gives up energy, provided that two conditions hold: the levels that contribute lie below the band edge of the semiconductor, and the capture rate hardly depends on how much energy is given up. If the lattice relaxes strongly around the trapped electron, the second condition fails and the logarithm is only an approximation. A level above the band edge can be filled through loss of energy only by the electrons above it, which are fewer the higher the level lies, so its capture rate falls with energy. When the Fermi level is near or inside the band, as in strong accumulation, the logarithm is therefore not assured. Whether this concerns the worked example depends on the semiconductor. By a classical estimate at room temperature, $C_s = 2$ µF/cm² is reached in n-type silicon with the Fermi level still a few $kT$ below the band edge, but in InGaAs, which has far fewer band states, only with the Fermi level well inside the band. In purely elastic exchange a level must lie within the energy range of a band, and it communicates with semiconductor states at its own energy, so that $R_{\rm in} = Wf_0$ and $R_{\rm out} = W(1 - f_0)$. If $W$ does not vary with energy, the sum $\Gamma = W$ is the same for all levels at one depth. With $\tau = 1/W$ the relaxation formula gives $K = 1/(1 + j\omega\tau)$, and the source term in $dY/dx$ becomes $j\omega q^2N/(1 + j\omega\tau)$.

The loss barely reveals the difference. The elastic weight is the single peak $1/(2\cosh z)$, with the same area $\pi/2$ but mean zero. For few traps, the loss changes mainly through the mean depth, which shifts by $1/(2\kappa)$: from 1.47 to 1.34 nm at 100 kHz. The full equation gives an elastic loss of 0.0298 µF/cm², 2.5% below the logarithmic case. Since a change of $\tau_0$ by a factor $e$ produces the same shift of depth, a slowly varying loss does not identify the mechanism unless $\tau_0$ is known independently.

The numerical output below lists the results from 1 kHz to 1 MHz. It includes a solution of Poisson's equation on a grid, with the trap levels summed one by one, which agrees with the admittance equation at both ends of that range.

## Table of computed values

```
film thickness 5.0 nm, relative permittivity 16
semiconductor capacitance C_s = 2.00 uF/cm^2
trap density N = 2.0e+19 1/(cm^3 eV)
tau0 = 1.0e-10 s, mass = 0.25 m_e, barrier = 2.0 eV
kappa = 0.1917 1/bohr = 3.6226 1/nm
depth per e-fold of capture time 1/(2 kappa) = 0.1380 nm
depth per decade of capture time = 0.3178 nm
capture time at the gate = 5.41e+05 s
permittivity eps = 14.167 uF/cm^2 nm
film capacitance eps/t = 2.8333 uF/cm^2
q^2 N = 0.3204 uF/cm^2 per nm
screening length = 6.649 nm
no trap follows: C0 = 1.17241 uF/cm^2
all traps follow: C = 2.10088 uF/cm^2
frequency Hz | C | G/omega | few-trap G/omega (uF/cm^2) | depth nm
1e+03 | 1.45160 | 0.03450 | 0.04024 | 2.109
1e+04 | 1.40263 | 0.03243 | 0.03750 | 1.791
1e+05 | 1.35653 | 0.03055 | 0.03487 | 1.473
1e+06 | 1.31304 | 0.02885 | 0.03233 | 1.156
Poisson grid at 1e+03 Hz: C = 1.45160, G/omega = 0.03450 uF/cm^2
Poisson grid at 1e+06 Hz: C = 1.31304, G/omega = 0.02885 uF/cm^2
profile at 100 kHz: x nm | Re C | -Im C (uF/cm^2)
0.0 | 2.00000 | 0.00000
0.5 | 2.01775 | 0.00005
1.0 | 2.03310 | 0.00187
1.5 | 2.01972 | 0.03772
2.0 | 1.90215 | 0.05796
3.0 | 1.67761 | 0.04674
5.0 | 1.35653 | 0.03055
100 kHz: dC/dln(omega) = -0.01943 uF/cm^2
100 kHz: -(pi/2) dC/dln(omega) = 0.03053 uF/cm^2
100 kHz: capacitance loss per decade = 0.04475 uF/cm^2
100 kHz, elastic exchange: C = 1.33696, G/omega = 0.02978 uF/cm^2
100 kHz, elastic exchange: mean depth = 1.335 nm
100 kHz: lever s at mean depth = 0.7081
100 kHz: N from few-trap formula = 1.752e+19 1/(cm^3 eV)
100 kHz: inferred N / true N = 0.8762
100 kHz: Y(t) = 0.01920 + j 0.85233 S/cm^2
```
